# Spurious conduction-band filling from Fermi-Dirac and Gaussian smearing at a contact

Before a slab calculation of a metal on a semiconductor can be run, a smearing scheme and a width \(\sigma\) must be chosen. On an affordable k mesh, the metal needs a generous width for its Brillouin-zone sums to converge. The semiconductor shares the same Fermi level and the same \(\sigma\), and its conduction band, which should be empty, may pick up electrons from the tail of the occupation function. Those electrons form a dipole with the metal and shift the very barrier that the calculation is meant to deliver. The question is how large this error is, and whether a Gaussian of the same nominal width avoids it.

## Back of the envelope

Take a monolayer of WSe2 on a metal, with its conduction-band edge \(\phi=0.5\) eV above the Fermi level, and \(\sigma=0.1\) eV. The ratio that matters is \(z=\phi/\sigma=5\). The band has about \(3.3\times10^{14}\) states per cm² and eV, so a window of width \(\sigma\) holds \(3.3\times10^{13}\) cm⁻².

The Fermi-Dirac tail fills these states with probability \(e^{-5}\approx0.0067\), which gives about \(2\times10^{11}\) electrons per cm². The Gaussian tail falls as \(e^{-z^2}=e^{-25}\approx1.4\times10^{-11}\). Even without a further reduction by the prefactor, that leaves fewer than a thousand electrons per cm², which is nothing.

A density of \(2\times10^{11}\) cm⁻² at 0.4 nm from the metal is a small parallel-plate capacitor with a voltage of roughly 15 mV. The Fermi-Dirac choice therefore costs some 15 meV in the barrier, and the Gaussian choice costs nothing visible. This leaves open the prefactors, the feedback of the dipole on the filling, and whether "equal nominal width" is a fair comparison.

## Model and conventions

The semiconductor is a two-dimensional layer held to the metal by van der Waals forces, so that its bands keep their identity. The barrier \(\phi=E_C-E_F>0\) is the Kohn-Sham barrier at zero electronic temperature, where the conduction band is empty. "Spurious" means relative to that ground state.

For a parabolic band of mass \(m\) and total degeneracy \(D\) (spins times valleys), the states up to energy \(\varepsilon\) above the edge fill a disc of radius \(k\), with \(k^2=2m\varepsilon/\hbar^2\). Their number per area is

\[
D\,\frac{\pi k^2}{(2\pi)^2}=\frac{D\,m}{2\pi\hbar^2}\,\varepsilon ,
\qquad\text{so}\qquad g=\frac{D\,m}{2\pi\hbar^2}
\]

is a constant density of states. With \(m=0.4\,m_0\) and \(D=4\) (two K valleys, two spins), \(g=3.34\times10^{14}\) cm⁻² eV⁻¹.

Let \(x\) be the energy above \(E_F\) in units of \(\sigma\). The two occupations are

\[
f_{FD}(x)=\frac{1}{1+e^{x}},\qquad f_G(x)=\tfrac12\,\mathrm{erfc}(x).
\]

Each is the integral \(f(x)=\int_x^\infty\delta(y)\,dy\) of a normalized, even broadening function:

\[
\delta_{FD}(y)=\frac{1}{4\cosh^2(y/2)},\qquad \delta_G(y)=\frac{e^{-y^2}}{\sqrt\pi}.
\]

A code that defines the Gaussian occupation as \(\tfrac12\mathrm{erfc}(x/\sqrt2)\) has a Gaussian wider by \(\sqrt2\) at the same input number.

## The Gaussian occupation is the smaller one at every energy above the Fermi level

Both occupations equal ½ at \(x=0\), so for \(x>0\)

\[
f_{FD}(x)-f_G(x)=\int_0^x\left[\delta_G(y)-\delta_{FD}(y)\right]dy .
\]

The sign of the integrand follows from the logarithm of the ratio,

\[
r(y)=\ln\frac{\delta_G}{\delta_{FD}}=\ln\frac{4}{\sqrt\pi}-y^2+2\ln\cosh\frac y2,
\qquad r'(y)=-2y+\tanh\frac y2 .
\]

Since \(\tanh(y/2)<y/2\) for \(y>0\), \(r'\) is negative and \(r\) falls monotonically. It starts at \(\ln(4/\sqrt\pi)>0\) and tends to \(-\infty\), because \(2\ln\cosh(y/2)\le y\). The integrand is thus first positive and then negative, with one change of sign. The difference of occupations rises from zero and then falls back to its limit at infinity, which is also zero. It is therefore positive for every \(x>0\).

## The spurious density

For Fermi-Dirac smearing, substitute \(y=(\phi+\varepsilon)/\sigma\):

\[
n_{FD}=g\int_0^\infty\frac{d\varepsilon}{1+e^{(\phi+\varepsilon)/\sigma}}
=g\sigma\int_z^\infty\frac{e^{-y}}{1+e^{-y}}\,dy
=g\sigma\ln\left(1+e^{-z}\right).
\]

For large \(z\) this is \(g\sigma e^{-z}\), with a relative error of about \(e^{-z}/2\).

For the Gaussian, integrate by parts with \(\frac{d}{dy}\mathrm{erfc}(y)=-2e^{-y^2}/\sqrt\pi\):

\[
n_G=g\sigma\int_z^\infty\tfrac12\mathrm{erfc}(y)\,dy
=g\sigma\left\{\left[\tfrac12\,y\,\mathrm{erfc}(y)\right]_z^\infty+\int_z^\infty\frac{y\,e^{-y^2}}{\sqrt\pi}\,dy\right\}.
\]

The bracket vanishes at infinity, and the last integral is \(e^{-z^2}/(2\sqrt\pi)\). Hence

\[
n_G=\frac{g\sigma}{2}\left[\frac{e^{-z^2}}{\sqrt\pi}-z\,\mathrm{erfc}(z)\right].
\]

The two terms nearly cancel at large \(z\), so the size is easier to read from another form, which also covers bulk bands. Let the density of states be \(C\varepsilon^{s-1}\), with \(s=1\) in two dimensions and \(s=3/2\) for a parabolic bulk band. With \(\varepsilon=\sigma u\), insert the definition of \(f_G\) and exchange the order of integration:

\[
\frac{n_G}{C\sigma^s}=\int_0^\infty u^{s-1}\int_{z+u}^\infty\frac{e^{-y^2}}{\sqrt\pi}\,dy\,du
=\frac{1}{s\sqrt\pi}\int_0^\infty v^{s}\,e^{-(z+v)^2}dv ,
\]

where \(v=y-z\) and the integral over \(u\) from 0 to \(v\) gave \(v^s/s\). Now \(e^{-(z+v)^2}=e^{-z^2}e^{-2zv}e^{-v^2}\). The factor \(e^{-2zv}\) confines \(v\) to about \(1/(2z)\), so \(e^{-v^2}\approx1-v^2\), and

\[
\frac{n_G}{C\sigma^s}\approx\frac{e^{-z^2}}{s\sqrt\pi}\left[\frac{\Gamma(s+1)}{(2z)^{s+1}}-\frac{\Gamma(s+3)}{(2z)^{s+3}}\right]
=\frac{\Gamma(s)\,e^{-z^2}}{\sqrt\pi\,(2z)^{s+1}}\left[1-\frac{(s+1)(s+2)}{4z^2}\right].
\]

For Fermi-Dirac, \(f\approx e^{-z-u}\) gives \(n_{FD}/(C\sigma^s)\approx\Gamma(s)e^{-z}\). To leading order at large \(z\),

\[
\frac{n_G}{n_{FD}}\approx\frac{e^{z-z^2}}{\sqrt\pi\,(2z)^{s+1}},
\qquad\text{and for } s=1:\quad \frac{e^{z-z^2}}{4\sqrt\pi\,z^2}.
\]

Of the \(s+1\) powers of \(2z\), one belongs to the Gaussian occupation at the band edge, \(\tfrac12\mathrm{erfc}(z)\approx e^{-z^2}/(2z\sqrt\pi)\). The other \(s\) reflect the spread in energy: Fermi-Dirac electrons spread over an energy of order \(\sigma\) above the band edge, Gaussian ones over only about \(\sigma/(2z)\). A bulk band, whose density of states vanishes at the edge, suppresses the Gaussian leakage by one more factor \((2z)^{-1/2}\).

## Comparison with the estimate

For \(\phi=0.5\) eV and \(\sigma=0.1\) eV, \(g\sigma=3.34\times10^{13}\) cm⁻², and

\[
n_{FD}=2.24\times10^{11}\ \text{cm}^{-2},\qquad n_G=2.5\ \text{cm}^{-2}.
\]

The ratio is \(1.10\times10^{-11}\). The leading formula gives \(1.16\times10^{-11}\), which is 5% too high relative to the full result, as expected from the correction \(-3/(2z^2)=-6\%\) and the smaller next terms. The rough estimate was right for Fermi-Dirac. For the Gaussian it missed the prefactor \(1/(4\sqrt\pi z^2)\approx1/177\), which does not alter the verdict.

Neither number is the population of a device. At 300 K, with \(kT=0.0259\) eV, the same band holds \(3.4\times10^{4}\) cm⁻² in equilibrium. Fermi-Dirac smearing of 0.1 eV describes electrons at about 1160 K and overstates the room-temperature population by nearly seven orders of magnitude. The Gaussian understates it, which is harmless when the ground state is wanted. With the other Gaussian convention, \(\tfrac12\mathrm{erfc}(x/\sqrt2)\), the density becomes \(1.8\times10^{6}\) cm⁻². That is about \(7\times10^{5}\) times more than 2.5 cm⁻² and still negligible.

The Gaussian is not safe at low barriers. With \(\sigma\) held at 0.1 eV:

- \(\phi=0.3\) eV: \(n_{FD}=1.6\times10^{12}\), \(n_G=5.6\times10^{7}\) cm⁻²
- \(\phi=0.2\) eV: \(n_{FD}=4.2\times10^{12}\), \(n_G=1.6\times10^{10}\) cm⁻²
- \(\phi=0.1\) eV: \(n_{FD}=1.05\times10^{13}\), \(n_G=8.4\times10^{11}\) cm⁻²

At \(z=1\) the Gaussian still leaks less, by a factor of 12, but it leaks more than Fermi-Dirac does at \(\phi=0.5\) eV. If \(\phi\) is negative, the band is filled with \(g|\phi|\) electrons per area even at \(\sigma=0\), and that charge is not a smearing artefact.

## From charge to barrier error

Place the electrons in a thin sheet at distance \(d\) from the metal, which keeps the opposite charge. The field between them is \(en/\varepsilon_0\) and points from the metal to the sheet. The electrostatic potential at the sheet is therefore lower by \(end/\varepsilon_0\), and the energy of an electron there is higher by

\[
\Delta=\frac{e^2nd}{\varepsilon_0}.
\]

The conduction band moves up, so smearing makes the electron barrier too high. Here \(d=0.4\) nm is a vacuum-equivalent distance that absorbs the layer's screening.

The raised band holds fewer electrons. For \(z\) well above 1, replacing \(\phi\) by \(\phi+\Delta\) gives

\[
\Delta=\frac{e^2d}{\varepsilon_0}\,g\sigma\,e^{-(\phi+\Delta)/\sigma}
\quad\Longrightarrow\quad
\frac{\Delta}{\sigma}\,e^{\Delta/\sigma}=A\,e^{-z},\qquad A=\frac{e^2gd}{\varepsilon_0}.
\]

The Lambert function \(W\) is defined by \(We^W=q\) for argument \(q\), so

\[
\Delta=\sigma\,W\!\left(A\,e^{-z}\right).
\]

In the example \(A=24.2\) and \(Ae^{-z}=0.163\). Without feedback the shift would be 16.2 meV; with it, \(\Delta=14.1\) meV and the density falls to \(1.95\times10^{11}\) cm⁻². The width matters strongly. With \(\phi\) and \(d\) fixed, the Fermi-Dirac shift from conduction electrons alone is 0.05 meV at \(\sigma=0.05\) eV and 168 meV at \(\sigma=0.2\) eV. At the larger width, holes in the valence band offset part of the charge: for a gap of 1.6 eV and equal masses they number 22% of the electrons and the shift is 146 meV, still nearly a third of the barrier. The Gaussian shift at 0.2 eV is 0.17 meV.

## Which width is allowed?

Suppose a shift of 1 meV is tolerated. The corresponding density is \(n^*=\varepsilon_0\Delta/(e^2d)=1.38\times10^{10}\) cm⁻². Feedback can be ignored here, since \(\Delta\) is small compared with the energy over which either tail falls, \(\sigma\) for Fermi-Dirac and about \(\sigma/(2z)\) for the Gaussian; it would change the widths found below by only about 0.2%. For Fermi-Dirac, set \(g\sigma e^{-\phi/\sigma}=n^*\) and write \(y=\phi/\sigma\):

\[
\frac{g\phi}{n^*}=y\,e^{y}
\quad\Longrightarrow\quad
\sigma_{max}=\frac{\phi}{W(g\phi/n^*)}.
\]

With \(g\phi/n^*=1.2\times10^4\) this gives \(\sigma_{max}=0.068\) eV. The Gaussian condition, solved numerically with the full \(n_G\), gives 0.227 eV, more than three times as much. Both limits hold for this barrier, density of states and distance. They count only the dipole of the leaked electrons, not the shift of the metal's own Fermi level, which is derived next.

## Equal nominal width is not equal broadening

The smearing also disturbs the metal, and the size of that disturbance is one way to compare the two broadenings. Convergence with the k mesh is another; it depends on the whole shape of \(\delta\) and need not give the same match. Let \(N(E)\) be the number of metal states below \(E\), and \(N'\) their density. Exchanging integrations as before, the electron number at chemical potential \(\mu\) is

\[
\int_{-\infty}^{\infty}\delta(y)\,N(\mu+\sigma y)\,dy\approx N(\mu)+\tfrac12\,\nu\,\sigma^2N''(\mu),
\qquad \nu=\int_{-\infty}^{\infty} y^2\delta(y)\,dy ,
\]

where the linear term vanished because \(\delta\) is even. Setting this equal to \(N(E_F)\), with \(E_F\) the level at \(\sigma=0\), gives to leading order

\[
\mu-E_F=-\frac{\nu\sigma^2}{2}\,\frac{N''}{N'} .
\]

The metal thus sees the variance \(\nu\sigma^2\), not the nominal width. For the Gaussian \(\nu=\tfrac12\). For Fermi-Dirac, expand \(\delta_{FD}=e^{-y}/(1+e^{-y})^2=\sum_{k\ge1}(-1)^{k+1}k\,e^{-ky}\) for \(y>0\) and use \(\int_0^\infty y^2e^{-ky}dy=2/k^3\):

\[
\nu=2\sum_{k\ge1}(-1)^{k+1}\frac{2}{k^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\]

For free electrons \(N'\propto\sqrt E\), so \(N''/N'=1/(2E_F)\). With \(E_F=5.5\) eV and \(\sigma=0.1\) eV the level moves by −1.5 meV for Fermi-Dirac and by −0.23 meV for the Gaussian. At the largest widths found above, 0.068 and 0.227 eV, it moves by −0.7 and −1.2 meV, so the Gaussian limit does not keep this second shift below 1 meV. These values are measured from the band bottom of a free-electron gas; the response of the surface dipole is not included, and a metal with d bands near \(E_F\) has its own \(N''/N'\), which can differ in size and sign. Equal variance requires

\[
\sigma_G=\pi\sqrt{2/3}\;\sigma_{FD}=2.565\,\sigma_{FD}.
\]

A Gaussian of 0.257 eV thus matches a Fermi-Dirac width of 0.1 eV. It leaks \(5.3\times10^{10}\) cm⁻², or 0.24 of the Fermi-Dirac value. Eleven orders of magnitude have shrunk to a factor of four.

At lower barriers the order reverses. For \(\phi\to0\) the matched Gaussian holds \(2.565/(2\sqrt\pi)=0.724\) in units of \(g\sigma_{FD}\), against \(\ln2=0.693\) for Fermi-Dirac. The two densities cross at \(\phi/\sigma_{FD}=1.82\). The tolerated widths tell a similar story: the 1 meV limits correspond to rms broadenings of 0.161 eV (Gaussian) and 0.123 eV (Fermi-Dirac), an advantage of 1.3 rather than 3.4.

## What a real band structure and mesh change

The corrections below are for \(\phi=0.5\) eV and \(\sigma=0.1\) eV, each taken alone.

**Band shape.** A gapped Dirac band with gap \(E_g\) obeys \((\varepsilon+E_g/2)^2=(E_g/2)^2+(\hbar vk)^2\), where \(v\) is its velocity parameter. Since the number of states grows as \(k^2\), its density of states is \(g(1+2\varepsilon/E_g)\). The mean energy of the leaked electrons is \(\sigma\) for Fermi-Dirac, so with \(E_g=1.6\) eV the density rises by a factor 1.125. Summing a gapped honeycomb-lattice band with the same edge mass gives 1.17; the remainder comes from the departure of the lattice band from the Dirac form. For the Gaussian the same lattice sum gives a factor of 1.015.

**Mesh.** Gaussian electrons sit within about \(\sigma/(2z)=10\) meV of the edge. From \(k^2=4\pi g\varepsilon/D\), this is a disc of radius 0.3 nm⁻¹ around K, while a 12×12 mesh has a spacing of 1.8 nm⁻¹ for a lattice constant of 0.33 nm. The mesh therefore sees the K points or nothing. With meshes centred on Γ, a 12×12 mesh, which contains K, gives 9 times the converged Gaussian density; a 10×10 mesh, which misses K, gives \(5\times10^{-7}\) of it. The broader Fermi-Dirac population is less sensitive, with factors of 1.08 and 0.78.

**Other valleys.** Suppose six side valleys lie 0.05 eV above the K edge, each with one spin and mass \(0.55\,m_0\). Their density of states is \(6\times0.55/(4\times0.4)=2.06\) times that of the K valleys, and \(e^{-0.5}=0.61\) weights it. The Fermi-Dirac density grows by a factor 2.25, the Gaussian one by 1.01. Without side valleys, a spin splitting of 0.04 eV at K, with the lower edge kept at \(\phi\), reduces the Fermi-Dirac and Gaussian densities to 0.84 and 0.51 of their unsplit values.

**Sheet thickness.** If the electron sheet is a Gaussian profile of rms width \(w=0.08\) nm, the field of a charge at distance \(x'\) from the metal exists only between the metal and \(x'\). It therefore raises an electron at \(x\) in proportion to the smaller of \(x\) and \(x'\). The mean step involves the smaller of two independent positions in the sheet, whose average is \(d-w/\sqrt\pi\). This lowers \(\Delta\) at fixed \(n\) to 0.89 of the thin-sheet value.

At \(\sigma=0.1\) eV, Fermi-Dirac holes in the valence band, 1.1 eV below \(E_F\), are minor: they number 0.25% of the electrons for equal masses. The metal does not give up the electrons uniformly: its positive charge sits within a screening length of the facing surface, about 0.06 nm in the Thomas-Fermi model of a free-electron metal with \(E_F=5.5\) eV. A displacement of 0.06 nm in the position of this charge changes the step by 2.4 meV at \(2.24\times10^{11}\) cm⁻², independent of the slab thickness once that is well above the screening length, so \(d\) is to be measured from the centroid of this charge.

## The model beside a real contact

The masses, gap, valley offsets and distances are rough typical values for monolayer WSe2, and the barrier is a plausible one rather than that of a particular metal. Of the effects sized above, the side valleys change the Fermi-Dirac density most. Together with the spin splitting they multiply the Fermi-Dirac density by about 2.1, so \(Ae^{-z}\) becomes 0.34 and the barrier error grows from 14 to about 26 meV. Their offset is uncertain on the scale of \(\sigma\), so this model fixes the error only loosely: offsets from 0 to 0.2 eV give between about 34 and 16 meV. Real contacts can also break the assumption of an intact band: a metal that bonds to the layer creates states in the gap, whose filling is present without smearing and is not estimated here. If such bonding also lowers the barrier from 0.5 to 0.3 eV, the Fermi-Dirac density before feedback rises sevenfold. The exchange-correlation response to the added charge is left out as well.

## Values computed for the example and the checks

```
barrier 0.5 eV, width 0.1 eV, z = 5.0
mass 0.4 m0, degeneracy 4, gap 1.6 eV
lattice constant 0.33 nm, charge distance 0.4 nm
density of states g = 3.342e+14 cm^-2 eV^-1
g*sigma = 3.342e+13 cm^-2
edge occupation: FD 6.693e-03, Gaussian 7.687e-13
sheet density FD = 2.244e+11 cm^-2
sheet density Gaussian = 2.475e+00 cm^-2
ratio Gaussian/FD = 1.103e-11
ratio from asymptotic formula = 1.163e-11
kT at 300 K = 0.02585 eV
thermal density at 300 K = 3.442e+04 cm^-2
Gaussian, erfc(x/(sqrt2 sigma)) code: 1.787e+06 cm^-2
equal-variance factor = 2.5651, width 0.2565 eV
Gaussian density at equal variance = 5.332e+10 cm^-2
ratio Gaussian/FD at equal variance = 0.238
equal-variance densities cross at phi/sigma_FD = 1.818
width sweep at fixed barrier (densities without feedback):
 sigma 0.05 eV: FD 7.59e+08, G 8.64e-34 cm^-2
  band rise FD 0.0548 meV, G 0 meV
 sigma 0.1 eV: FD 2.24e+11, G 2.48e+00 cm^-2
  band rise FD 14.1 meV, G 1.8e-10 meV
 sigma 0.2 eV: FD 5.27e+12, G 2.40e+09 cm^-2
  band rise FD 168 meV, G 0.17 meV
low barriers at sigma 0.1 eV:
 phi 0.1 eV: FD 1.05e+13, G 8.40e+11 cm^-2, G/FD 8.02e-02
 phi 0.2 eV: FD 4.24e+12, G 1.63e+10 cm^-2, G/FD 3.85e-03
 phi 0.3 eV: FD 1.62e+12, G 5.61e+07 cm^-2, G/FD 3.45e-05
coupling A = 24.19 (dimensionless)
FD band rise without feedback = 16.24 meV
FD band rise: full 14.11, Lambert 14.15 meV
FD density with feedback = 1.950e+11 cm^-2
density for 1 meV shift = 1.382e+10 cm^-2
largest width: FD 0.0676 eV (Lambert 0.0676 eV)
largest width: Gaussian 0.2273 eV
their rms broadenings: FD 0.1226 eV, G 0.1607 eV
neglected effects, as factors on the density (FD, Gaussian):
 nonparabolic band: 1.174, 1.015
 12x12 mesh / fine mesh: 1.082, 9.02
 10x10 mesh / fine mesh: 0.781, 4.96e-07
 K spin splitting 0.04 eV: 0.836, 0.507
 six side valleys at +0.05 eV, mass 0.55 m0: 2.253, 1.009
sheet width 0.08 nm: dipole step x 0.887
FD holes/electrons, equal masses = 2.49e-03
metal (E_F 5.5 eV) level shift: FD -1.496, G -0.227 meV
reservoir drop, 1.5 nm metal: 0.094 meV
```
